# Hagen-Rubens estimate of copper's thermal emissivity and where it fails

## Problem

A thick, smooth copper plate at $T=300$ K has dc resistivity $\rho=1.7\times10^{-8}$ ohm m and faces vacuum.

(a) Average the Hagen-Rubens law over Planck emission. What total emissivity does it give in the direction normal to the surface?

(b) Can that number be taken as the emissivity of copper? If not, find what a free-electron metal with copper's resistivity emits, and estimate how much diffuse scattering of electrons at the surface can add.

SI units are used, since the data are engineering data. Fields vary as $e^{-i\omega t}$. The plate is nonmagnetic and has one temperature throughout.

## A tempting solution

**From reflection to emission.** The plate is opaque, so what it doesn't reflect it absorbs. Kirchhoff's law equates spectral emissivity and absorptivity for the same direction and polarization, hence $\varepsilon(\omega)=1-|r|^2$. For a wave of unit electric amplitude at normal incidence, continuity of the tangential electric and magnetic fields requires

$$1+r=t,\qquad 1-r=Nt,$$

where $N$ is the complex refractive index and $r,t$ are the reflected and transmitted amplitudes. Eliminating $t$ gives $r=(1-N)/(1+N)$. Since $|1+N|^2-|1-N|^2=4\,\mathrm{Re}\,N$,

$$\varepsilon(\omega)=\frac{4\,\mathrm{Re}\,N}{|1+N|^2}. \tag{1}$$

**The metal.** A conductivity $\sigma$ adds the current $\sigma E$ to the displacement current $-i\omega\epsilon_0E$, so that $N^2=1+i\sigma/(\epsilon_0\omega)$. Put $\sigma=1/\rho$ and drop the 1, which is small for a good conductor. With $\sqrt{i}=(1+i)/\sqrt2$,

$$N=(1+i)n,\qquad n=\frac{1}{\sqrt{2\epsilon_0\rho\omega}}\gg1 .$$

Equation (1) becomes

$$\varepsilon=\frac{4n}{(1+n)^2+n^2}=\frac{2}{n}\,\frac{1}{1+1/n+1/(2n^2)}=\frac2n-\frac{2}{n^2}+O(n^{-3}).$$

The dropped 1 changes $N$ by a relative amount of order $n^{-2}$, and so affects $\varepsilon$ at order $n^{-3}$. The first term is the Hagen-Rubens law,

$$a(\omega)=\frac2n=\sqrt{8\epsilon_0\rho\omega}, \tag{2}$$

and the second is $-2/n^2=-a^2/2$.

**The Planck average.** Blackbody radiance per unit frequency is proportional to $\omega^3/(e^{\hbar\omega/k_BT}-1)$. Let $x=\hbar\omega/(k_BT)$ and $\omega_T=k_BT/\hbar$. The total normal emissivity is the emitted radiance divided by the blackbody radiance, which is the mean of $\varepsilon$ with weight $x^3/(e^x-1)$. The integrals follow from $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$:

$$\int_0^\infty\frac{x^{s-1}}{e^x-1}dx=\sum_{m=1}^\infty\frac{\Gamma(s)}{m^s}=\Gamma(s)\zeta(s),\qquad s>1.$$

The normalization has $s=4$ and equals $6\cdot\pi^4/90=\pi^4/15=6.49394$. The law (2) brings in a factor $\sqrt x$, so its average has $s=9/2$:

$$\langle\sqrt x\rangle=\frac{15}{\pi^4}\Gamma(\tfrac92)\zeta(\tfrac92)=\frac{11.63173\times1.05471}{6.49394}=1.88916 .$$

Therefore

$$\varepsilon_{HR}=\sqrt{8\epsilon_0\rho\,\omega_T}\;\langle\sqrt x\rangle=C\sqrt{\rho T}, \tag{3}$$

with $C=5.753$ (ohm m K)$^{-1/2}$. At 300 K, $\omega_T=3.9276\times10^{13}$ rad/s and the square root in (3) is 0.006877, so

$$\varepsilon_{HR}=0.006877\times1.88916=0.0130 .$$

**A reassuring check.** The second term of the expansion needs $\langle x\rangle=15\,\Gamma(5)\zeta(5)/\pi^4=3.83223$. It contributes

$$-\tfrac12(0.006877)^2\times3.83223=-9.1\times10^{-5},$$

which is 0.7 percent of the first term. Averaging (1) numerically, with constant conductivity and no expansion, gives 0.0129. The conclusion seems safe: copper at 300 K has total normal emissivity 0.013.

## Where the fault lies

The averaging is correct, and 0.013 answers part (a). The fault is the step $\sigma=1/\rho$. It uses the conductivity measured with direct current at the frequencies of thermal radiation. The check tested whether $n$ is large, and it is. It could not expose this fault, because both of its sides used the same constant conductivity.

Constant conductivity requires the electrons' drift to follow the field without delay. Let the drift velocity $v$ relax in a time $\tau$ (the Drude model):

$$m\frac{dv}{dt}=-eE-\frac{mv}{\tau}\quad\Rightarrow\quad v=-\frac{e\tau}{m}\frac{E}{1-i\omega\tau}.$$

With carrier density $n_e$, the current density is $-n_eev$, and

$$\sigma(\omega)=\frac{1}{\rho\,(1-i\omega\tau)},\qquad \frac1\rho=\frac{n_ee^2\tau}{m}. \tag{4}$$

The Hagen-Rubens law thus needs a second condition, $\omega\tau\ll1$.

For copper take the rough value $n_e=8.5\times10^{28}$ m$^{-3}$, about one free electron per atom, and the free-electron mass. Then $\tau=m/(n_ee^2\rho)=24.6$ fs. The Planck spectrum per unit frequency peaks at $x=2.82$, where $\omega=1.108\times10^{14}$ rad/s and the vacuum wavelength is 17 µm. There

$$\omega\tau=2.72 .$$

The value $\omega\tau=1$ is reached at $x=1.04$, and only 3.8 percent of blackbody emission lies below it. The law has been averaged almost entirely over frequencies where its condition is violated.

## The right solution for a Drude metal

**Spectral emissivity.** Let $y=\omega\tau$. For $|N|\gg1$, equation (1) reduces to $\varepsilon\simeq4\,\mathrm{Re}\,N/|N|^2=4\,\mathrm{Re}(1/N)$. Again dropping the 1 in $N^2$, which now also requires $\omega$ to be far below the plasma frequency introduced below, equation (4) gives

$$\frac1{N^2}=\frac{\epsilon_0\rho\omega(1-iy)}{i}=\epsilon_0\rho\omega\,(-y-i).$$

Write $\sqrt{-y-i}=p+iq$ with $p>0$, the sign for which the wave loses energy inside the metal. The real part and the modulus of the square are

$$p^2-q^2=-y,\qquad p^2+q^2=\sqrt{1+y^2},$$

and half their sum is $p^2=(\sqrt{1+y^2}-y)/2$. Hence

$$\varepsilon(\omega)\simeq4\sqrt{\epsilon_0\rho\omega}\;p=\sqrt{8\epsilon_0\rho\omega}\;F(y),\qquad F(y)=\sqrt{\sqrt{1+y^2}-y}. \tag{5}$$

Since $F^2=1/(\sqrt{1+y^2}+y)$, $F$ is below 1 for every $y>0$. To this order, electron inertia lowers the emissivity at every frequency. The reason is that the current lags the field: more of it is out of phase, and that part screens the field without absorbing energy on average.

**Low frequency.** For $y\ll1$, $F\simeq1-y/2$ and Hagen-Rubens returns. A 2 percent error corresponds to $y=0.04$. With the present $\tau$ that is a wavelength near 1.2 mm, far outside the main thermal spectrum at 300 K.

**High frequency.** Define the plasma frequency by $\omega_p^2=n_ee^2/(\epsilon_0m)$. By (4), $\epsilon_0\rho=1/(\omega_p^2\tau)$. Substituting this in (5) and multiplying $F^2$ above and below by $1/y$ gives

$$\varepsilon(\omega)\simeq\sqrt{\frac{8y}{\omega_p^2\tau^2}\,\frac{1}{\sqrt{1+y^2}+y}}
=\frac{2}{\omega_p\tau}\sqrt{\frac{2}{1+\sqrt{1+1/y^2}}}. \tag{6}$$

The last factor rises with $y$ and tends to 1. Instead of growing as $\sqrt\omega$, the emissivity levels off at $2/(\omega_p\tau)$ in the range $1/\tau\ll\omega\ll\omega_p$.

**Numbers for copper.** Here $\omega_p=1.645\times10^{16}$ rad/s, and the plateau is

$$\frac{2}{\omega_p\tau}=\frac{2}{(1.645\times10^{16})(24.56\times10^{-15})}=0.00495 .$$

At the Planck peak, Hagen-Rubens gives 0.01155 and $F=0.422$. Their product is 0.0049, in agreement with 0.00486 from the full expression (1).

Averaging (1) over the Planck spectrum with the Drude conductivity gives

$$\varepsilon_{Drude}=0.0048 .$$

The Hagen-Rubens estimate is 2.7 times larger. Equation (6) explains why the average lies so near the plateau. At $y=1$ the last factor is $\sqrt{2/(1+\sqrt2)}=0.91$, so over the 96 percent of blackbody emission with $y>1$ the emissivity is between 0.91 and 1 times the plateau value.

**Is finite $\tau$ really the cause?** Keep $\rho$ and $T$ fixed and shorten $\tau$ a hundredfold. By (4) this is an invented metal with a hundred times larger $n_e/m$. Its Drude average is 0.0126, within 3 percent of Hagen-Rubens. With the same resistivity and the same Planck weight, removing the delay restores the law.

**Dependence on resistivity and temperature.** Using $1/\tau=\epsilon_0\rho\omega_p^2$, the plateau can be written $2\epsilon_0\rho\omega_p$. At fixed temperature, carrier density and mass, it is proportional to $\rho$, whereas Hagen-Rubens predicts $\sqrt\rho$. The two local laws therefore respond differently to alloying or damage that changes only the scattering rate. On a real plate this difference can be hidden, because surface scattering adds a contribution that does not grow with $\rho$ and so weakens the dependence of the total. The collisionless estimate (7) below is independent of $\rho$; the actual contribution shrinks as $\rho$ rises and the mean free path falls below the field depth.

Heating need not rescue the Hagen-Rubens law. Where $\rho$ is proportional to $T$, with $n_e$ and $m$ fixed, $\tau$ varies as $1/T$ and the product $\omega_T\tau$ stays constant. To leading order for a good conductor, both estimates then grow in proportion to $T$, and their ratio does not change. What helps is a shorter $\tau$ at a given temperature. At 300 K, $\omega\tau\ll1$ at the Planck peak means $\tau\ll9$ fs. For copper's carrier density and the free-electron mass, this means a resistivity far above $4.6\times10^{-8}$ ohm m, while $n\gg1$ must still hold.

## A missing effect: surface scattering

Equation (4) is local: it ties the current at a point to the field at that same point. With the Fermi speed $v_F=\hbar(3\pi^2n_e)^{1/3}/m=1.575\times10^6$ m/s, the mean free path is $v_F\tau=39$ nm. For $\omega\tau\gg1$ and $\omega\ll\omega_p$, $N\simeq i\omega_p/\omega$, and the field falls as $e^{-z/\delta}$ with

$$\delta=c/\omega_p=18\ \text{nm}.$$

An electron can cross the whole field region without a collision in the bulk. If it then scatters diffusely at the surface, it loses the memory of its motion in the field, and this absorbs energy even without bulk collisions.

**Energy gained per visit.** Let an electron approach with normal speed $w$ and reach the surface at $t=0$. The field it feels is $E_0e^{wt/\delta}\cos(\omega t+\phi)$ for $t<0$. Only the electric force need be counted here. The magnetic force is perpendicular to the velocity, so it does no work and leaves an isotropic velocity distribution unchanged to first order in the field. It therefore does not alter the first-order current, nor the total absorbed power to second order, although it changes how the gain is shared among the electrons. Averaged over the phase $\phi$, the square of the tangential velocity change due to the electric force is

$$\overline{\Delta v^2}=\frac12\left(\frac{eE_0}{m}\right)^2\left|\int_0^\infty e^{-ws/\delta+i\omega s}ds\right|^2=\frac12\left(\frac{eE_0}{m}\right)^2\frac{1}{\omega^2+w^2/\delta^2}.$$

The term linear in $\Delta v$ averages to zero over $\phi$. After diffuse elastic scattering, the way out adds an independent change with the same mean square for the same normal speed. The mean energy gained on the two legs is

$$2\cdot\tfrac12m\,\overline{\Delta v^2}=\frac{e^2E_0^2}{2m}\,\frac{1}{\omega^2+w^2/\delta^2}.$$

**Sum over electrons.** In a filled Fermi sphere, the density of electrons moving toward the surface with normal speed between $w$ and $w+dw$ is $n_e\frac{3}{4v_F}(1-w^2/v_F^2)\,dw$. Multiplying by $w$ gives their flux. The exclusion principle does not alter the total energy gain, because motion in the field carries filled states into distinct states and the blocking factors of elastic scattering cancel between forward and reverse events. With $\mu=w/v_F$ and $b=v_F/(\omega\delta)$, the absorbed power per area is

$$P=\frac{n_ee^2E_0^2}{2m}\,\frac{3v_F}{4\omega^2}\int_0^1\frac{\mu(1-\mu^2)}{1+b^2\mu^2}d\mu
=\frac{n_ee^2E_0^2}{2m}\,\frac{3v_F}{16\,\omega^2}\,S(b),$$

where $S$ is four times the integral, so that $S(0)=1$. Substituting $u=\mu^2$,

$$S=2\int_0^1\frac{1-u}{1+b^2u}du=2\int_0^1\left[-\frac1{b^2}+\frac{1+1/b^2}{1+b^2u}\right]du
=2\left[\frac{(1+b^2)\ln(1+b^2)}{b^4}-\frac1{b^2}\right].$$

**Relation to the incident wave.** The metal reflects almost completely with $r\simeq-1$, so the magnetic amplitude at the surface is $2H$, where $H$ is that of the incident wave. Faraday's law gives $E_0/\delta=\omega\mu_0\,2H$. Inserting $E_0^2=4\omega^2\mu_0^2\delta^2H^2$ and $n_ee^2\mu_0/m=\omega_p^2/c^2=1/\delta^2$,

$$P=\tfrac38\,\mu_0v_FH^2S .$$

The incident power per area is $\frac12\mu_0cH^2$. The absorptivity, and by Kirchhoff's law the emissivity, due to the surface is therefore

$$\varepsilon_{surf}=\frac34\,\frac{v_F}{c}\,S(b). \tag{7}$$

For $b\ll1$ an electron moves little within the field layer during one period, and (7) tends to $3v_F/(4c)=0.0039$. At copper's Planck peak $b=0.78$ and the result is 0.0033. The Planck average is also 0.0033. This is about two thirds of the Drude value, so surface scattering cannot be ignored.

Adding the two contributions gives

$$\varepsilon\approx0.0048+0.0033\approx0.008 .$$

The sum is a rough estimate. Equation (7) assumes $\omega\tau\gg1$, whereas $\omega\tau$ is 2.7 at the peak. It also assumes fully diffuse scattering and a field profile unchanged by the electrons' motion, and the bulk term has kept its local form. Nor is all of (7) due to diffuseness: electrons crossing a field that varies with depth absorb some energy even if the surface reflects them specularly. The size of these corrections follows from the self-consistent nonlocal theory of the skin effect (Boltzmann equation with the same $\tau$, $n_e$ and mass, not derived here). Its Planck averages are 0.0077 for a fully diffuse surface and 0.0055 for a specular one. The excess over the local value is thus 0.0029 rather than 0.0033, and the part due to diffuseness alone is about 0.0022. Without bulk collisions, letting the field profile adjust raises the diffuse average from 0.0033 to about 0.0035.

## Comparison with real copper

The resistivity is typical of pure bulk copper near room temperature. The carrier density and mass are a free-electron simplification. If the mass is raised to 1.5 electron masses at fixed $\rho$ and $n_e$, then $\tau$ grows by a factor of 1.5 and the Drude average falls from 0.0048 to 0.0040. The surface term falls as well, because the Fermi speed is lower. Real plates also carry oxide, roughness and a layer damaged by polishing. Ordinary polished copper has an emissivity of roughly a few hundredths, above all the estimates here. These surface conditions are plausible reasons for the excess, but their size is not calculated. Interband absorption and the frequency dependence of electron-phonon scattering are left out as well. A measured value near 0.013 would not by itself confirm the Hagen-Rubens law for copper, since a local Drude metal with copper's carrier density and the free-electron mass would reach the same number if damage raised the resistivity about threefold throughout the depth that the field penetrates.

## Answer

(a) The Planck-averaged Hagen-Rubens law gives $\varepsilon_{HR}=0.013$.

(b) This is not a reliable emissivity for copper, because $\omega\tau\ll1$ fails over most of the thermal spectrum. A local Drude metal with the same resistivity and the stated carrier data gives 0.0048, nonlocal response raises this to about 0.0055 for a specular surface, and fully diffuse surface scattering raises the estimate to about 0.008, so diffuseness itself adds roughly 0.002. The numerical output below lists the values used in the local results and in the estimate (7).

## Values computed for the example and the checks

```
Resistivity: 1.70e-08 ohm m
Temperature: 300.0 K
Thermal frequency kB T/hbar: 3.9276e+13 rad/s
Planck integral of x^3/(e^x-1): 6.49394 (no unit)
Gamma(9/2): 11.63173 (no unit)
zeta(9/2): 1.05471 (no unit)
Planck mean of sqrt(x): 1.88916 (no unit)
Planck mean of x: 3.83223 (no unit)
Hagen-Rubens emissivity at x=1: 0.006877 (no unit)
Total Hagen-Rubens emissivity: 0.01299 (no unit)
Second-order correction: -9.062e-05 (no unit)
Full constant-conductivity result: 0.01290 (no unit)
Coefficient C: 5.7530 (ohm m K)^(-1/2)
Rough carrier density: 8.50e+28 m^-3
Relaxation time: 24.56 fs
Plasma frequency: 1.645e+16 rad/s
Planck peak x (per frequency): 2.8214 (no unit)
Peak angular frequency: 1.108e+14 rad/s
Wavelength at that frequency: 17.00 um
omega tau at peak: 2.721 (no unit)
x where omega tau = 1: 1.037 (no unit)
Blackbody share with omega tau < 1: 3.80 percent
Drude factor F at peak: 0.4218 (no unit)
Hagen-Rubens at peak: 0.01155 (no unit)
Drude-Fresnel at peak: 0.00486 (no unit)
Drude plateau 2/(omega_p tau): 0.00495 (no unit)
Total Drude emissivity: 0.00483 (no unit)
Ratio Hagen-Rubens/Drude: 2.688 (no unit)
Control, tau/100, total emissivity: 0.01264 (no unit)
Control / Hagen-Rubens: 0.9726 (no unit)
Heavier carrier mass: 1.5 electron masses
Total Drude emissivity, heavier mass: 0.00399 (no unit)
Fermi speed: 1.575e+06 m/s
Mean free path: 38.67 nm
Field depth c/omega_p: 18.23 nm
b = vF/(omega delta) at peak: 0.780 (no unit)
Surface limit 3 vF/(4c): 0.00394 (no unit)
Surface term at peak: 0.00332 (no unit)
Planck-averaged surface term: 0.00331 (no unit)
Rough Drude + surface sum: 0.00814 (no unit)
```
